# Effective barriers of parallel and series paths with Gaussian barrier heights, part 1

(Sections cited here and not found follow in the second part.)

## I. The two shifts and their proof

Suppose the grain boundaries of a semiconductor film have barriers with a mean of 150 meV and a standard deviation of 30 meV, and the mobility at 300 K is estimated by putting the mean barrier into a Boltzmann factor. For the grains described below this gives 5.74 cm²/Vs. If the current can choose among many boundaries side by side, the same model gives 11.25 cm²/Vs; if it must cross many of them one after another, it gives 2.93 cm²/Vs. The error also runs the other way: a barrier deduced from a measured conductance is in general not the mean barrier, and its offset depends on how the boundaries are connected. The theorem gives this offset for the two extreme connections.

### Elements and assumptions

An element is one grain with one boundary. Its barrier \(\phi\) is an energy, measured from the conduction-band edge inside the grain to the top of the barrier. The elementary charge is \(e>0\), and \(\beta=1/kT\).

**Lemma 1 (one boundary).** Let the grains contain \(n\) nondegenerate electrons per volume, of mass \(m\), and let every electron with enough energy cross the boundary. For a small voltage \(V\) per element of length \(L\), the current density is \(J=en\mu V/L\) with

\[
\mu=\mu_0e^{-\beta\phi},\qquad \mu_0=\frac{eL}{\sqrt{2\pi mkT}} .
\tag{1}
\]

*Proof.* An electron crosses if its velocity \(v\) towards the boundary satisfies \(mv^2/2>\phi\). With the Maxwell distribution of this velocity component, the flux from one side is

\[
F(\phi)=n\sqrt{\frac{m}{2\pi kT}}\int_{\sqrt{2\phi/m}}^{\infty}v\,e^{-mv^2/2kT}\,dv .
\]

The substitution \(E=mv^2/2\), with \(v\,dv=dE/m\), turns the integral into

\[
\frac1m\int_\phi^\infty e^{-\beta E}dE=\frac{kT}{m}e^{-\beta\phi},
\]

and therefore

\[
F(\phi)=n\sqrt{\frac{kT}{2\pi m}}\;e^{-\beta\phi}.
\tag{2}
\]

Without a voltage the fluxes from the two sides cancel. A voltage \(V\) lowers the barrier seen from one side by \(\alpha eV\) and raises it from the other side by \((1-\alpha)eV\), where \(0\le\alpha\le1\). The net current density is

\[
J=en\sqrt{\frac{kT}{2\pi m}}\,e^{-\beta\phi}
\left[e^{\beta\alpha eV}-e^{-\beta(1-\alpha)eV}\right].
\]

To first order in \(V\) the bracket is \(\beta\alpha eV+\beta(1-\alpha)eV=\beta eV\), so the division \(\alpha\) drops out. Comparison with \(J=en\mu V/L\) gives

\[
\mu=\frac{eL}{kT}\sqrt{\frac{kT}{2\pi m}}\,e^{-\beta\phi}
=\frac{eL}{\sqrt{2\pi mkT}}\,e^{-\beta\phi}. \qquad\blacksquare
\]

The resistance of the grain itself is left out here; the second half restores it. Multiplied by the cross-section of the element and divided by its length, the conductivity \(en\mu\) gives a conductance

\[
g=g_0e^{-\beta\phi}.
\tag{3}
\]

The theorem rests on the following assumptions.

1. All elements obey (3) with the same \(g_0\). Equal electron density, mass and cross-section are sufficient, because the length cancels between \(\mu_0\) and the conductance. The mobilities quoted below also assume equal lengths.
2. The barriers are independent and Gaussian, with mean \(\phi_0\) and variance \(s^2\).
3. The voltage on each element is small enough for (3) to hold.
4. The number \(N\) of elements is large.

A Gaussian assigns some probability to negative barriers, for which (3) has no physical meaning. The theorem is a statement about (3) with this distribution; the range in which the negative tail is harmless is found in the second half.

### Definition and theorem

For \(N\) elements in parallel with total conductance \(G\), the conductance per element is \(G/N\). For \(N\) elements in series it is \(NG\), because \(N\) equal conductances \(g\) in series have \(G=g/N\). In both cases the effective barrier is the one common barrier that would give the same conductance at the same temperature with the same \(g_0\):

\[
\phi_{\rm par}=-kT\ln\frac{G}{Ng_0},\qquad
\phi_{\rm ser}=-kT\ln\frac{NG}{g_0}.
\tag{4}
\]

**Theorem.** Under assumptions 1 to 4, as \(N\to\infty\) at fixed temperature,

\[
\phi_{\rm par}\to\phi_0-\frac{s^2}{2kT},\qquad
\phi_{\rm ser}\to\phi_0+\frac{s^2}{2kT}.
\tag{5}
\]

The proof needs one integral and one statement about sums.

**Lemma 2 (Gaussian average).** For every real \(\lambda\),

\[
\langle e^{\lambda\phi}\rangle=e^{\lambda\phi_0+\lambda^2s^2/2}.
\tag{6}
\]

*Proof.* With \(t=\phi-\phi_0\), the average is

\[
\langle e^{\lambda\phi}\rangle=\frac{e^{\lambda\phi_0}}{s\sqrt{2\pi}}
\int_{-\infty}^{\infty}e^{\lambda t-t^2/2s^2}\,dt .
\]

The exponent is completed to a square:

\[
\lambda t-\frac{t^2}{2s^2}
=\frac{\lambda^2s^2}{2}-\frac{(t-\lambda s^2)^2}{2s^2}.
\tag{7}
\]

Expanding the last term gives \(-t^2/2s^2+\lambda t-\lambda^2s^2/2\), which confirms the identity. The remaining integral is that of a Gaussian of width \(s\) displaced by \(\lambda s^2\). Its value is \(s\sqrt{2\pi}\), which cancels the prefactor. \(\blacksquare\)

**Lemma 3 (mean of many elements).** Let \(x_1,\dots,x_N\) be independent, with common mean \(\bar x>0\) and finite variance \(\sigma_x^2\). Their sample mean \(X_N\) has mean \(\bar x\) and variance \(\sigma_x^2/N\), and it tends to \(\bar x\) in probability.

*Proof.* The mean of a sum is the sum of the means. In the variance of \(X_N=N^{-1}\sum_ix_i\), the cross terms \(\langle(x_i-\bar x)(x_j-\bar x)\rangle\) with \(i\ne j\) vanish by independence, which leaves \(N^{-2}\cdot N\sigma_x^2=\sigma_x^2/N\). Let \(p\) be the probability that \(|X_N-\bar x|>\delta\). These cases alone contribute at least \(p\,\delta^2\) to the variance, so \(p\le\sigma_x^2/(N\delta^2)\), which tends to zero for every fixed \(\delta>0\). \(\blacksquare\)

*Proof of the theorem.* Elements in parallel have the same voltage and their currents add, so \(G=\sum_ig_i\). By Lemma 3, \(G/N\to\langle g\rangle\). The variance is finite because \(\langle g^2\rangle\) is given by (6) with \(\lambda=-2\beta\). With \(\lambda=-\beta\),

\[
\frac{\langle g\rangle}{g_0}=e^{-\beta\phi_0+\beta^2s^2/2}.
\tag{8}
\]

The logarithm, multiplied by \(-kT\), is

\[
\phi_{\rm par}=-kT\left(-\frac{\phi_0}{kT}+\frac{s^2}{2k^2T^2}\right)
=\phi_0-\frac{s^2}{2kT}.
\]

Elements in series carry the same current and their voltages add, so \(1/G=\sum_i1/g_i\). By Lemma 3, \(1/(NG)\to\langle1/g\rangle\). Since \(1/g=g_0^{-1}e^{+\beta\phi}\), (6) with \(\lambda=+\beta\) gives

\[
g_0\left\langle\frac1g\right\rangle=e^{\beta\phi_0+\beta^2s^2/2}.
\tag{9}
\]

From (4), \(\phi_{\rm ser}=kT\ln\left(g_0/NG\right)\), which tends to \(kT(\beta\phi_0+\beta^2s^2/2)=\phi_0+s^2/(2kT)\). \(\blacksquare\)

The shifts are equal in size because reversing the sign of \(\lambda\) leaves \(\lambda^2\) unchanged. The product of (8) and (9) gives the ratio of the parallel to the series conductance per element, \(\langle g\rangle\langle1/g\rangle=e^{s^2/k^2T^2}\), which does not contain \(\phi_0\).

**Remark 1 (other distributions).** For a distribution with mean \(\phi_0\), variance \(s^2\) and third central moment \(m_3=\langle t^3\rangle\), the expansion \(\langle e^{\lambda t}\rangle=1+\lambda^2s^2/2+\lambda^3m_3/6+\dots\) has the logarithm \(\lambda^2s^2/2+\lambda^3m_3/6\) to third order in \(\lambda\). Setting \(\lambda=\mp\beta\) as in the proof gives, to this order,

\[
\phi_{\rm par,ser}=\phi_0\mp\frac{s^2}{2kT}+\frac{m_3}{6k^2T^2}.
\]

The upper sign is for parallel, as in all later double signs. A skewed distribution moves both barriers in the same direction, so the two shifts are then no longer of equal size. If all barriers lie within a distance much smaller than \(kT\) from the mean, the variance term is the leading one, whatever the shape.

### Which barriers determine the result

In parallel, the share of the current carried by barriers near \(\phi\) is proportional to their density times \(e^{-\beta\phi}\). In series, the share of the voltage is proportional to the density times \(e^{+\beta\phi}\). Equation (7) with \(\lambda=\mp\beta\) shows that both weighted distributions are Gaussians of unchanged width \(s\), centred at

\[
\phi_c=\phi_0\mp\frac{s^2}{kT}.
\tag{10}
\]

The centre is displaced by twice the shift of the effective barrier. Low barriers conduct better but are rarer, and the product of the two factors is largest at \(\phi_c\).

### What an Arrhenius plot shows

**Lemma 4 (slope).** Let \(\phi_0\), \(s\) and \(g_0\) be independent of temperature, and let \(g_{\rm eff}\) be the limiting conductance per element. Then

\[
E_A\equiv-\frac{d}{d\beta}\ln\frac{g_{\rm eff}}{g_0}=\phi_0\mp\frac{s^2}{kT}.
\tag{11}
\]

*Proof.* From (8) and (9), \(\ln(g_{\rm eff}/g_0)=-\beta\phi_0\pm\beta^2s^2/2\). Differentiation gives \(-\phi_0\pm\beta s^2\), and the sign in the definition reverses both terms. \(\blacksquare\)

The slope is thus the centre (10), and its shift is twice that of the effective barrier. The missing half appears in the prefactor. The tangent at \(\beta\), continued to \(\beta=0\), has the intercept

\[
\ln\frac{g_{\rm eff}}{g_0}+\beta E_A
=-\beta\phi_0\pm\frac{\beta^2s^2}{2}+\beta\phi_0\mp\beta^2s^2
=\mp\frac{\beta^2s^2}{2}.
\]

For a temperature-independent \(g_0\), an Arrhenius fit over a narrow range therefore gives a prefactor below \(g_0\) for parallel paths and above \(g_0\) for series paths, by the factor \(e^{s^2/2k^2T^2}\) in each case. Over a wide range the plot is curved: upwards for parallel paths and downwards for series paths, since the second derivative of the logarithm with respect to \(\beta\) is \(\pm s^2\).

If the mobility is plotted, \(\mu_0\) adds its own slope. By (1), \(\mu_0\propto T^{-1/2}\propto\beta^{1/2}\), so \(-d\ln\mu_0/d\beta=-1/(2\beta)=-kT/2\). Continued to \(\beta=0\), this slope also multiplies the fitted prefactor by \(e^{-1/2}\approx0.61\), relative to \(\mu_0\) at the temperature of the fit.

### Numbers for an oxide film

The parameters are \(\phi_0=150\) meV, \(s=30\) meV, \(T=300\) K, \(L=100\) nm and \(m=0.30\) electron masses. With \(kT=25.85\) meV, the shift is

\[
\frac{s^2}{2kT}=\frac{(30\ {\rm meV})^2}{2\times25.85\ {\rm meV}}=17.4\ {\rm meV}.
\]

The effective barriers are 132.6 meV in parallel and 167.4 meV in series. Kirchhoff's equations for 20,000 barriers placed at evenly spaced probabilities of the Gaussian give 132.60 and 167.40 meV, against 132.59 and 167.41 meV from (5).

Equation (1) gives \(\mu_0=1900\) cm²/Vs. Equal barriers of 150 meV would then give \(1900\,e^{-150/25.85}=5.74\) cm²/Vs. The factor \(e^{s^2/2k^2T^2}\) is 1.961, so the parallel value is \(5.74\times1.961\approx11.3\) and the series value is \(5.74/1.961\approx2.93\) cm²/Vs. Their ratio is 3.845. The parallel value belongs to a strip one grain long with many boundaries side by side, and the series value to a chain of single grains.

The slopes (11) are 115.2 meV in parallel and 184.8 meV in series. The prefactor \(\mu_0\) changes them by \(-12.9\) meV, so a plot of the mobility has the slopes 102.3 and 171.9 meV at 300 K. With \(s\) held fixed, the shift of the effective barrier varies as \(1/T\): it is 20.9 meV at 250 K and 13.1 meV at 400 K.

## II. Finite samples, networks and real boundaries

An element has the conductance \(g=g_0e^{-\beta\phi}\), with \(\beta=1/kT\) and Gaussian \(\phi\) of mean \(\phi_0\) and standard deviation \(s\). Many elements have the effective barrier \(\phi_0\mp s^2/(2kT)\), where the upper sign is for parallel and the lower for series paths. The current in parallel and the voltage in series are centred on barriers at \(\phi_0\mp s^2/kT\). For one grain of length \(L\) with one boundary, the mobility is \(\mu_0e^{-\beta\phi}\). The example has \(\phi_0=150\) meV, \(s=30\) meV, \(kT=25.85\) meV, \(L=100\) nm and \(\mu_0=1900\) cm²/Vs; its shift is 17.4 meV.

### A finite number of boundaries

**Proposition 1.** The sample mean of \(g\) or of \(1/g\) over \(N\) elements has the relative standard deviation

\[
r=\sqrt{\frac{e^{s^2/k^2T^2}-1}{N}} .
\tag{12}
\]

*Proof.* Let \(x=e^{\lambda\phi}\) with \(\lambda=\mp\beta\). The Gaussian average \(\langle e^{\lambda\phi}\rangle=e^{\lambda\phi_0+\lambda^2s^2/2}\), used for \(\lambda\) and for \(2\lambda\), gives

\[
\frac{\langle x^2\rangle}{\langle x\rangle^2}
=\frac{e^{2\lambda\phi_0+2\lambda^2s^2}}{e^{2\lambda\phi_0+\lambda^2s^2}}=e^{\lambda^2s^2}.
\]

The relative variance of one element is this ratio minus one, and averaging over \(N\) independent elements divides it by \(N\). \(\blacksquare\)

The theorem therefore describes a single sample well if \(N\gg e^{s^2/k^2T^2}-1\). This number grows rapidly on cooling.

A channel of 10 µm with grains of 100 nm has 100 boundaries in series. With \(e^{s^2/k^2T^2}=3.845\), (12) gives \(r=\sqrt{2.845/100}=16.9\,\%\). Let the sample mean resistance be \(1+\epsilon\) times its expected value, so that \(\epsilon\) has mean zero and standard deviation \(r\). The effective barrier then changes by \(kT\ln(1+\epsilon)\approx kT(\epsilon-\epsilon^2/2)\). To leading order its scatter is \(kT\,r=4.4\) meV and its mean changes by \(-kT\,r^2/2=-0.4\) meV. Random sampling of such chains gives a mean shift of 17.0 meV and a standard deviation of 4.2 meV. Two nominally equal chains thus differ by an appreciable part of the shift itself.

### The unphysical negative barriers

**Proposition 2.** If the Gaussian is cut off at zero and renormalized, the effective barriers become

\[
\phi_{\rm par,ser}=\phi_0\mp\frac{s^2}{2kT}
\mp kT\ln\frac{\Phi\big((\phi_0\mp s^2/kT)/s\big)}{\Phi(\phi_0/s)},
\tag{13}
\]

where \(\Phi\) is the distribution function of the standard normal variable.

*Proof.* The factor \(e^{\mp\beta\phi}\) turns the Gaussian into its average value times a normalized Gaussian of width \(s\) centred at \(\phi_0\mp s^2/kT\). The part of the latter at \(\phi>0\) is the numerator in (13). The denominator renormalizes the original distribution. Multiplying the logarithm of the average by \(\mp kT\) gives (13). \(\blacksquare\)

The cut raises the parallel barrier of the example by 0.0016 meV at 300 K, because the conducting barriers are centred at 115 meV, almost four standard deviations above zero. The centre reaches zero at \(kT=s^2/\phi_0=6\) meV, or 70 K. Half of the weight is then cut away, and since \(\Phi(\phi_0/s)=\Phi(5)\) is close to one, the correction is \(kT\ln2=4.2\) meV. This is the limit of many boundaries. For the cut distribution at this temperature, the ratio \(\langle x^2\rangle/\langle x\rangle^2\) of Proposition 1 is \(4e^{25}\Phi(-5)\approx8\times10^4\), so a single sample comes close to the limit only with many more boundaries than that side by side. Without the cut, the parallel effective barrier would become negative for \(kT<s^2/(2\phi_0)\), but on cooling the uncut formula fails well before that point. These low-temperature figures describe the exponential law, not the oxide film of the example: at 70 K its donor density is more than 0.4 of the effective density of states, and tunnelling through the depletion layers described below lowers barriers of 15 meV and more by over 6 meV, which exceeds the correction of 4.2 meV.

For many independent Gaussian barriers, the effective barrier lies \(s^2/(2kT)\) below the mean in parallel and equally far above it in series, and the effects of finite samples and of the negative tail have been found. What remains is to treat networks, grain resistance, tunnelling, degeneracy and finite voltage, and to compare the model with a real film.

Numbers in the example were calculated in double precision.
